# Scharfetter-Gummel vacancy transport with Poisson coupling and exact zero current

## Definitions and conventions

An oxide film occupies $0\le x\le L$. It contains mobile vacancies of charge $+ze$ and concentration $c(x,t)$, and a fixed uniform background of charge density $-zec_m$, where $c_m$ is the mean vacancy concentration. The film is therefore neutral overall. The electrodes hold the potential at $\phi(0)=V$ and $\phi(L)=0$, and no vacancy crosses them. The permittivity $\varepsilon$ and temperature $T$ are uniform.

With $u=ze\phi/kT$, the particle flux, positive towards larger $x$, is

$$J=-D\left(\frac{dc}{dx}+c\,\frac{du}{dx}\right).$$

The first term is diffusion. The second is drift, with the mobility fixed by the Einstein relation. This form assumes few occupied vacancy sites, linear drift and a mean electric potential. The electric current density carried by vacancies is $zeJ$; electronic leakage is not included.

The nodes are $0=x_0<x_1<\dots<x_N=L$. On the edge from $i$ to $i+1$, $h$ is the length, $D>0$ the diffusivity and $\Delta=u_{i+1}-u_i$.

## The flux on one edge

Take $J$, $D$ and $du/dx=\Delta/h$ constant along the edge. Multiplying the flux law by $e^u$ makes its right side a derivative:

$$\frac{d}{dx}(ce^u)=e^u\left(\frac{dc}{dx}+c\frac{du}{dx}\right)=-\frac{J}{D}e^u .$$

Since $u$ is linear, $\int e^u dx=h(e^{u_{i+1}}-e^{u_i})/\Delta$. Integrating over the edge and dividing by $e^{u_i}$ gives

$$c_{i+1}e^\Delta-c_i=-\frac{Jh}{D}\,\frac{e^\Delta-1}{\Delta}.$$

Define $B(s)=s/(e^s-1)$ with $B(0)=1$. Then

$$J=\frac Dh B(\Delta)\left(c_i-e^\Delta c_{i+1}\right).$$

Multiplying numerator and denominator by $e^s$ shows that

$$B(-s)=\frac{-s}{e^{-s}-1}=\frac{se^s}{e^s-1}=e^sB(s),$$

so the same flux is

$$J=\frac Dh\left[B(\Delta)c_i-B(-\Delta)c_{i+1}\right].$$

This is the Scharfetter-Gummel flux. For $\Delta\to0$ it becomes Fick's law, $J=D(c_i-c_{i+1})/h$. For large positive $\Delta$, $B(\Delta)\to0$ and $B(-\Delta)\to\Delta$, so $J\to-D\Delta c_{i+1}/h$. Positive vacancies then drift to the left, and the node they come from sets the flux.

## Three nodes by hand

Let $u_0=0$, $u_1=\ln2$ and $u_2=\ln6$. The two steps are $\ln2$ and $\ln3$. Since $e^{\ln2}-1=1$ and $e^{\ln3}-1=2$,

$$J_{1/2}=\frac Dh\ln2\,(c_0-2c_1),\qquad
J_{3/2}=\frac Dh\frac{\ln3}{2}(c_1-3c_2).$$

The Boltzmann factors $e^{-u_i}$ are $1,\tfrac12,\tfrac16$. Multiplied by six they give $c=(6,3,1)$ in any concentration unit. Both brackets vanish: $6-2\cdot3=0$ and $3-3\cdot1=0$.

Compare this with the central-difference flux

$$J^{cd}=\frac Dh\left[c_i-c_{i+1}-\frac\Delta2(c_i+c_{i+1})\right].$$

On the first edge its bracket is $3-\tfrac92\ln2\approx-0.12$, although the profile is in equilibrium. Diffusion and drift have been approximated separately, and their errors do not cancel.

## The zero-current theorem

For any finite node potentials, positive edge lengths and positive edge diffusivities,

$$J_{i+1/2}=0\ \text{on every edge}\quad\Longleftrightarrow\quad c_i=Ae^{-u_i}\ \text{at every node},$$

with one constant $A$.

The proof uses $B>0$: for $s\ne0$, $s$ and $e^s-1$ have the same sign, and $B(0)=1$. Hence the factor $DB(\Delta)/h$ cannot vanish. The flux is zero exactly when $c_{i+1}=c_ie^{-\Delta}$. A Boltzmann profile satisfies this on each edge. Conversely, chaining the relation from node 0 gives $c_i=c_0e^{-(u_i-u_0)}$, so $A=c_0e^{u_0}$.

No mesh limit was taken, and the potential need not solve Poisson's equation. The zero is exact in real arithmetic. In double precision a rounding residue remains: for one random draw of 200 node values of $u$ between $-15$ and $15$, the largest ratio of net flux to one-way flux $DB(\Delta)c_i/h$ on an edge was $1.9\times10^{-15}$.

The cause is detailed balance. Because $B(\Delta)=e^{-\Delta/2}(\Delta/2)/\sinh(\Delta/2)$, the flux can be written

$$J=K\left(c_ie^{-\Delta/2}-c_{i+1}e^{\Delta/2}\right),\qquad
K=\frac Dh\frac{\Delta/2}{\sinh(\Delta/2)}.$$

Any positive $K$, even a field-dependent one, gives the same zero. The particular $K$ above also reproduces the constant-flux solution on an edge.

The theorem depends on dilute statistics. If at most one vacancy fits on each of $S$ sites per volume, the ideal lattice-gas equilibrium is $c_i/(S-c_i)=ae^{-u_i}$, or $c_ie^{u_i}=a(S-c_i)$. Inserting this gives

$$J=\frac DhB(\Delta)e^{-u_i}\left(c_ie^{u_i}-c_{i+1}e^{u_{i+1}}\right)
=\frac DhB(\Delta)e^{-u_i}a(c_{i+1}-c_i).$$

This is generally nonzero, so a crowded film needs a modified flux.

## What central differencing does

On a Boltzmann edge,

$$\frac{c_i-c_{i+1}}{c_i+c_{i+1}}=\frac{1-e^{-\Delta}}{1+e^{-\Delta}}=\tanh\frac\Delta2,$$

and therefore

$$J^{cd}=\frac Dh(c_i+c_{i+1})\left[\tanh\frac\Delta2-\frac\Delta2\right].$$

For small $\Delta$ the bracket is $-\Delta^3/24$. At a fixed place $\Delta\propto h$, so the false flux falls as $h^2$.

With blocking electrodes, a steady central-difference solution also has zero flux, but the wrong profile: $c_{i+1}/c_i=(1-\Delta/2)/(1+\Delta/2)$. This ratio is negative for $|\Delta|>2$.

## Coupling to Poisson's equation

Each interior node owns half of both neighbouring edges; an end node owns half of its single edge. Call this length $w_i$. With $E_{i+1/2}=-(\phi_{i+1}-\phi_i)/h_{i+1/2}$ and $q_i=zew_i(c_i-c_m)$, Gauss's law at an interior node is

$$\varepsilon(E_{i+1/2}-E_{i-1/2})=q_i .$$

Write this as $K_P\phi=q$, with the boundary potentials moved to the right side. The matrix $K_P$ is symmetric. For a vector $v$ that vanishes at the electrodes, $v^TK_Pv=\sum\varepsilon(v_{i+1}-v_i)^2/h>0$ unless $v=0$. It can therefore be inverted:

$$\phi=\phi^{ext}+K_P^{-1}q,\qquad \phi^{ext}=V(1-x/L).$$

The inverse acts on interior nodes. For a time step $\tau$, backward Euler requires

$$R_i=w_i(c_i-c_i^{old})+\tau(J_{i+1/2}-J_{i-1/2})=0,$$

with concentrations and potentials in $J$ taken at the new time and the two outer fluxes set to zero. Summing over $i$ cancels every interior flux, so $\sum w_ic_i$ is conserved.

One step of the algorithm is:

1. Start from the old concentrations and compute $\phi$ from them.
2. Evaluate $\Delta$, $J$ and $R$.
3. Form the derivative of $R$ with respect to $c$. Besides the explicit coefficients, include the response of the potential through $\partial J/\partial\Delta=(D/h)[B'(\Delta)c_i+B'(-\Delta)c_{i+1}]$ and $\partial\phi_i/\partial c_j=ze(K_P^{-1})_{ij}w_j$.
4. Solve for the Newton correction, update $c$ and $\phi$, and repeat until the correction is small.

A solution of the step is positive if the old concentrations are. At its potential, the step reads $Mc=wc^{old}$. The off-diagonal entries of $M$ are $-\tau DB(\pm\Delta)/h\le0$, and each column sums to $w_j>0$ because what leaves one node enters another. Write $M=G-P$, where $G$ is the diagonal part and $P\ge0$. The columns of $PG^{-1}$ sum to less than one, so

$$M^{-1}=G^{-1}\left[1+PG^{-1}+(PG^{-1})^2+\dots\right]$$

converges and has no negative entry. Its diagonal is positive, hence $c>0$.

A solution also exists. Computing $\phi$ from a trial $c$, then solving $Mc'=wc^{old}$, maps the closed, bounded, convex set of nonnegative profiles with the given vacancy number continuously into itself. Brouwer's theorem supplies a fixed point. This does not guarantee that Newton's method finds it from every start; smaller steps provide a closer start.

## Current and free energy

Let $\delta$ denote the change over one step. Gauss's law gives $ze\,w_i\delta c_i=\varepsilon(\delta E_{i+1/2}-\delta E_{i-1/2})$. Continuity gives $ze\,w_i\delta c_i=-ze\tau(J_{i+1/2}-J_{i-1/2})$. Equating them shows that

$$j=zeJ_{i+1/2}+\varepsilon\frac{\delta E_{i+1/2}}\tau$$

is the same on neighbouring edges, hence throughout the film. Multiply by $h$ and sum. At fixed bias $\sum h\,\delta E=0$, so

$$j=\frac{ze}{L}\sum_{edges}hJ.$$

This is the external current density due to vacancy motion.

Relaxation is governed by the free energy per area

$$F=kT\sum_iw_ic_i\left(\ln\frac{c_i}{c_m}-1\right)+\frac12q^TK_P^{-1}q+\sum_iq_i\phi_i^{ext}.$$

The quadratic term contains interior charges; the last sum contains all nodes and accounts for the fixed bias. Differentiation gives $\partial F/\partial c_i=w_i\mu_i$, with

$$\mu_i=kT\ln(c_i/c_m)+ze\phi_i .$$

The mixing term has second derivative $kTw_i/c_i>0$, and the quadratic term is convex, so $F$ is strictly convex. A convex function lies above its tangent at the new state. Hence

$$F^{new}-F^{old}\le\sum_iw_i\mu_i(c_i-c_i^{old})
=-\tau\sum_i\mu_i(J_{i+1/2}-J_{i-1/2}).$$

Collecting the two terms belonging to each edge turns the right side into $\tau\sum J_{i+1/2}(\mu_{i+1}-\mu_i)$. Since $c_ie^{u_i}=c_me^{\mu_i/kT}$, the flux has the sign of $\mu_i-\mu_{i+1}$. Every term is therefore nonpositive, and $F$ cannot rise for any step length.

In a steady state, continuity and the blocking ends make each edge flux zero. The theorem then gives a Boltzmann profile, or constant $\mu$. This is the stationarity condition for $F$ at fixed vacancy number, and strict convexity makes the equilibrium unique.

## Contact concentrations in the continuum

Set $y=c/c_m$, $U=zeV/kT$ and $\lambda^2=\varepsilon kT/(z^2e^2c_m)$. At equilibrium Poisson's equation is $\lambda^2u''=-(y-1)$, and the Boltzmann law gives $y'=-yu'$. Multiplying the first equation by $u'$,

$$\frac{\lambda^2}{2}\frac{d(u'^2)}{dx}=-yu'+u'=\frac{d}{dx}(y+u).$$

Overall neutrality implies $u'(0)=u'(L)$. Integration across the film therefore gives $y(0)+U=y(L)$. The Boltzmann law also gives $y(L)=e^Uy(0)$. Solving the pair,

$$c(0)=c_mB(U),\qquad c(L)=c_mB(-U).$$

Thickness and permittivity have cancelled. At small bias both values approach $c_m$. At large positive bias $c(L)\approx c_mU$: accumulation grows linearly with voltage, while $c(0)\approx c_mUe^{-U}$. These formulas rest on the immobile uniform background, overall neutrality, dilute statistics and the mean potential; they do not carry over to a film in which mobile electrons compensate the vacancies.

## A 10 nm film

The round model parameters are $L=10$ nm, relative permittivity 30, $z=2$, $c_m=2\times10^{25}$ m⁻³, $D=10^{-18}$ m²/s, $T=300$ K and $V=0.2$ V. They give $U=15.47$ and $\lambda=0.732$ nm. The closed formulas predict

$$c(L)=2\times10^{25}\times15.47=3.09\times10^{26}\ \mathrm{m^{-3}}$$

and $c(0)=5.90\times10^{19}$ m⁻³.

The nodes follow $x=L[s-0.8\sin(2\pi s)/(2\pi)]$ with equally spaced $s$ from 0 to 1, which refines both contacts. Starting from uniform vacancies, the algorithm was run beyond 3000 s, with a first step of $10^{-3}$ s and each later step 1.3 times longer. The final $c(L)$ differs from the closed value by 1.74%, 0.45% and 0.11% for 40, 80 and 160 cells. Each halving divides the error by nearly four, as expected of a second-order method. At equilibrium the flux preserves the Boltzmann law, so this error comes from the discretized Poisson equation and the node-volume charge sum.

On 160 cells the largest final vacancy current on an edge is $1.8\times10^{-15}$ A/m². The mesh is symmetric, with an edge about 0.0125 nm long at each contact, and the one-way current scale at the accumulated contact is

$$\frac{zeDc(L)}h\approx\frac{3.2\times10^{-19}\times10^{-18}\times3.1\times10^{26}}{1.25\times10^{-11}}\approx8\ \mathrm{A/m^2}.$$

The residue is about $2\times10^{-16}$ of this scale, the size of double-precision rounding. Evaluating the central-difference flux on the same equilibrium profiles gives largest false currents of $3.8\times10^{-3}$, $1.2\times10^{-3}$ and $3.3\times10^{-4}$ A/m² on the three meshes. The reductions, 3.2 and 3.6, are still below the leading-order factor of four.

For the transient, 80 cells and a step growth of 1.05 were used. A uniform profile has $J=-Dc_m\Delta/h$ because $B(-\Delta)-B(\Delta)=\Delta$. The initial current density is thus $zeDc_mU/L=9.92\times10^{-3}$ A/m². Later values, with $\delta F$ measured from the start, are:

| $t$ (s) | $j$ (A/m²) | $c(L)$ (m⁻³) | $\delta F$ (mJ/m²) |
|---|---|---|---|
| 0.10 | $9.2\times10^{-3}$ | $3.5\times10^{25}$ | −0.19 |
| 1.02 | $6.1\times10^{-3}$ | $1.18\times10^{26}$ | −1.36 |
| 3.03 | $1.8\times10^{-3}$ | $2.52\times10^{26}$ | −2.08 |
| 10.3 | $\sim10^{-5}$ | $3.08\times10^{26}$ | −2.14 |

The last current is only an order of magnitude. Between the last two rows the computed current falls about 160-fold, an e-folding time near 1.4 s, while the time steps grow to 0.5 s. For a decay rate $r$, backward Euler multiplies by $1/(1+r\tau)$ instead of the smaller $e^{-r\tau}$, so it damps too slowly at such steps. The current at 3.03 s may already be off by several percent.

The total charge passed is $1.74\times10^{-2}$ C/m², or 1.74 µC/cm². In this run half has passed after 1.16 s; a step growth of 1.10 gives 1.17 s, so the remaining time-step error is about 0.01 s.

## How far the model can be trusted

With $5\times10^{28}$ sites per m³, the largest occupancy is 0.6%, so site exclusion is weak. Linear drift is less secure. The largest edge field at equilibrium on 160 cells, found next to the contacts, is $8.5\times10^7$ V/m; for a hop length $a=0.3$ nm, $s=zeEa/(2kT)=0.99$. Forward and backward hop rates proportional to $e^{\pm s}$ give, at that field, a drift larger than the linear one by $\sinh s/s\approx1.17$; the factor is closer to one in the interior. This changes the transient but not the equilibrium.

The continuum description is strained at the accumulated contact. Right at the contact the local decay length of the concentration, $c/|dc/dx|=kT/(zeE)$, is about 0.15 nm, half a hop length; it grows away from the contact as the field weakens. The value $c(L)$ therefore belongs to the continuum model and tests its numerical solution; it is not a concentration that a real lattice could resolve.

The mean-field assumption is strained too. Two vacancies have Coulomb energy $kT$ at the distance $1/(4\pi\lambda^2c_m)\approx7.4$ nm, whereas their mean spacing $c_m^{-1/3}$ is 3.7 nm. Their interaction at that spacing is about $2kT$, and about $5kT$ at the spacing $c(L)^{-1/3}\approx1.5$ nm. The screening length $\lambda$ is shorter than either spacing: a sphere of radius $\lambda$ holds only about 0.03 vacancies on average. The mean potential also omits the attraction of a single vacancy to its image in a metal electrode, $z^2e^2/(16\pi\varepsilon d)$ at distance $d$, which is about $6kT$ at $d=0.3$ nm. The computed profiles therefore test the numerical method; near the contacts they are not a prediction for a real film with these parameters.

The calculation describes vacancy redistribution only. Ferroelectric polarization would add its bound charge to Poisson's equation; the zero-current theorem would still apply to the resulting node potentials. Vacancy generation would add a source to continuity and end number conservation. Predicting breakdown would further require a failure criterion, which these equations do not contain.
